# Type-I and type-II flexoelectric tensors and their cubic form

## A coefficient with the wrong sign

A strain gradient polarizes an insulator. A lattice-wave calculation expresses this polarization through second derivatives of the displacement, whereas a bending experiment is described by gradients of the strain. Both descriptions have a coefficient labelled "11,22", and the two coefficients are different quantities. In the model crystal worked out below, the first is \(+0.0066\) and the second \(-0.0214\) e/Å. Anyone who inserts the first in place of the second into the formula for bending without relaxation through the thickness predicts a polarization of the wrong sign and about one third of the right size. The relations derived here prevent this.

Let \(\mathbf u(\mathbf r)\) be the displacement field, and define

\[
\eta_{\beta,\gamma\lambda}=\frac{\partial^2u_\beta}{\partial r_\gamma\partial r_\lambda},\qquad
\varepsilon_{\beta\gamma}=\frac12\left(\frac{\partial u_\beta}{\partial r_\gamma}+\frac{\partial u_\gamma}{\partial r_\beta}\right),\qquad
\varepsilon_{\beta\gamma,\lambda}=\frac{\partial\varepsilon_{\beta\gamma}}{\partial r_\lambda}.
\]

Repeated Greek indices are summed over all three values. The two tensors are defined by

\[
P_\alpha=\mu^{\rm I}_{\alpha\beta,\gamma\lambda}\,\eta_{\beta,\gamma\lambda},\qquad
P_\alpha=\mu^{\rm II}_{\alpha\lambda,\beta\gamma}\,\varepsilon_{\beta\gamma,\lambda}.
\tag{1}
\]

Since \(\eta\) is symmetric in \(\gamma\lambda\) and \(\varepsilon\) in \(\beta\gamma\), an antisymmetric part of a coefficient in those indices would never contribute. We therefore take \(\mu^{\rm I}\) symmetric in \(\gamma\lambda\) and \(\mu^{\rm II}\) symmetric in \(\beta\gamma\). The result to be shown is

\[
\mu^{\rm I}_{\alpha\beta,\gamma\lambda}=\tfrac12\left(\mu^{\rm II}_{\alpha\lambda,\beta\gamma}+\mu^{\rm II}_{\alpha\gamma,\beta\lambda}\right),
\tag{2}
\]
\[
\mu^{\rm II}_{\alpha\lambda,\beta\gamma}=\mu^{\rm I}_{\alpha\beta,\gamma\lambda}+\mu^{\rm I}_{\alpha\gamma,\lambda\beta}-\mu^{\rm I}_{\alpha\lambda,\beta\gamma}.
\tag{3}
\]

In the cubic classes 432, \(\bar43m\) and \(m\bar3m\) each tensor has three independent components. The classes 23 and \(m\bar3\) are also cubic, but they allow five, so the word "cubic" alone does not guarantee three.

Equation (1) is the linear bulk response of an insulator at fixed macroscopic electric field; surface contributions are not included. Any spontaneous polarization and any piezoelectric response to the local strain are separated first. The second separation needs care. If the piezoelectric term \(e_{\alpha\beta\gamma}\varepsilon_{\beta\gamma}\) is evaluated at \(\mathbf r+\mathbf d\) instead of \(\mathbf r\), it changes by \(e_{\alpha\beta\gamma}d_\lambda\varepsilon_{\beta\gamma,\lambda}\), which alters \(\mu^{\rm II}\). This change has the symmetry of the crystal only if \(\mathbf d\) itself is invariant under the point group. A cubic group leaves no vector invariant, so in a piezoelectric cubic crystal the strain must be taken at the same point as \(\mathbf P\), \(\mathbf d=0\), if \(\mu\) is to have the symmetry used below. Choosing a point of high symmetry is not enough: in zinc blende the cation and anion sites both have the full \(\bar43m\) symmetry, yet the shift \(\mathbf d=\frac a4(1,1,1)\) between them adds components such as 11,23 that the cubic form forbids.

## First derivation: fields in real space

**From type II to type I.** Differentiating the strain gives

\[
\varepsilon_{\beta\gamma,\lambda}=\tfrac12(\eta_{\beta,\gamma\lambda}+\eta_{\gamma,\beta\lambda}).
\tag{4}
\]

Insert this in the type-II law. In the second term exchange the names \(\beta\) and \(\gamma\), then use the symmetry of \(\mu^{\rm II}\) in that pair. The second term becomes equal to the first, and the factor ½ disappears:

\[
P_\alpha=\mu^{\rm II}_{\alpha\lambda,\beta\gamma}\,\eta_{\beta,\gamma\lambda}.
\]

The coefficient here is not symmetric in \(\gamma\lambda\), but \(\eta\) is. What can be identified with \(\mu^{\rm I}\) is the symmetric part of the coefficient, and this is equation (2).

**From type I to type II.** Now \(\eta\) has to be expressed through strain gradients. Split the displacement gradient into strain and rotation, \(\partial u_\beta/\partial r_\gamma=\varepsilon_{\beta\gamma}+\omega_{\beta\gamma}\), with \(\omega_{\beta\gamma}=\frac12(\partial u_\beta/\partial r_\gamma-\partial u_\gamma/\partial r_\beta)\). The gradient of the rotation is

\[
\frac{\partial\omega_{\beta\gamma}}{\partial r_\lambda}=\tfrac12(\eta_{\beta,\gamma\lambda}-\eta_{\gamma,\beta\lambda})
=\varepsilon_{\beta\lambda,\gamma}-\varepsilon_{\gamma\lambda,\beta}.
\]

The last equality follows from (4): each strain gradient on the right contains \(\frac12\eta_{\lambda,\beta\gamma}\), and these parts cancel. Adding the strain part gives

\[
\eta_{\beta,\gamma\lambda}=\varepsilon_{\beta\gamma,\lambda}+\varepsilon_{\beta\lambda,\gamma}-\varepsilon_{\gamma\lambda,\beta}.
\tag{5}
\]

A rotation gradient is thus fixed by the strain gradients and is no additional source of polarization. Both sets have \(3\times6=18\) members, and (4) and (5) map each onto the other. At a given point all 18 strain gradients can be chosen freely, because \(u_\beta=\frac12\eta_{\beta,\gamma\lambda}r_\gamma r_\lambda\) realizes any choice. This is a statement about kinematics. Most of these fields need body forces to hold them, and mechanical equilibrium without such forces imposes three conditions, which leaves 15.

Insert (5) in the type-I law. The second term equals the first after exchanging \(\gamma\) and \(\lambda\). In the third, rename \(\beta\to\lambda\), \(\gamma\to\beta\), \(\lambda\to\gamma\), so that it also multiplies \(\varepsilon_{\beta\gamma,\lambda}\):

\[
P_\alpha=\left(2\mu^{\rm I}_{\alpha\beta,\gamma\lambda}-\mu^{\rm I}_{\alpha\lambda,\beta\gamma}\right)\varepsilon_{\beta\gamma,\lambda}.
\]

Taking the part symmetric in \(\beta\gamma\) replaces \(2\mu^{\rm I}_{\alpha\beta,\gamma\lambda}\) by \(\mu^{\rm I}_{\alpha\beta,\gamma\lambda}+\mu^{\rm I}_{\alpha\gamma,\beta\lambda}\). The other term is already symmetric. This is equation (3).

**Cubic symmetry, one operation at a time.** Take the axes along the cube edges and consider \(\mu^{\rm II}\).

1. All cubic classes contain twofold rotations about the three axes. The rotation about axis 3 reverses axes 1 and 2, so it multiplies a component by \((-1)^{n_1+n_2}\), where \(n_i\) counts how often the index \(i\) occurs. Together the three rotations require \(n_1,n_2,n_3\) to have the same parity. Their sum is 4, so they cannot all be odd; each is even. The survivors have the patterns \(ii,ii\) (3 entries), \(ii,jj\) (6), and \(ij,ij\) or \(ij,ji\) (12), with \(i\ne j\). That makes 21 nonzero entries in general.
2. The last two patterns are equal by the symmetry in \(\beta\gamma\), which leaves \(3+6+6=15\) values.
3. The threefold axis permutes \(1\to2\to3\to1\) and joins the 15 values in groups of three. Five remain: 11,11; 11,22; 11,33; 12,12; 13,13. In class 23 there are no further operations. The class \(m\bar3\) adds the inversion, which multiplies a fourth-rank tensor by \((-1)^4=1\) and gives no new condition.
4. A fourfold rotation about axis 1 exchanges indices 2 and 3 apart from signs, which occur in pairs and cancel. Hence 11,22 = 11,33 and 12,12 = 13,13. A fourfold rotoinversion gives the same, again because \((-1)^4=1\).

Three components remain:

\[
L=\mu^{\rm II}_{11,11},\qquad T=\mu^{\rm II}_{11,22},\qquad S=\mu^{\rm II}_{12,12}.
\]

The polarization along a cube axis is

\[
P_1=L\,\varepsilon_{11,1}+T(\varepsilon_{22,1}+\varepsilon_{33,1})+2S(\varepsilon_{12,2}+\varepsilon_{13,3}),
\]

where the 2 counts \(\varepsilon_{12}\) and \(\varepsilon_{21}\). Equation (2) gives the type-I components:

\[
\mu^{\rm I}_{11,11}=L,\qquad \mu^{\rm I}_{11,22}=S,\qquad \mu^{\rm I}_{12,12}=\tfrac12(T+S).
\tag{6}
\]

For the second, \(\alpha=\beta=1\) and \(\gamma=\lambda=2\), so both terms of (2) are \(\mu^{\rm II}_{12,12}\). For the third, the terms are \(\mu^{\rm II}_{12,21}=S\) and \(\mu^{\rm II}_{11,22}=T\). The type-I component 11,22 is therefore the shear coefficient \(S\), while the transverse coefficient is

\[
T=2\mu^{\rm I}_{12,12}-\mu^{\rm I}_{11,22}.
\tag{7}
\]

## Second derivation: long waves and characters

**The relations.** Density functional perturbation theory treats displacements of the form \(\mathbf u=\mathbf U e^{i\mathbf q\cdot\mathbf r}\), which suit a periodic crystal; a uniform strain gradient does not. Each derivative brings a factor \(i\mathbf q\), so

\[
\eta_{\beta,\gamma\lambda}=-U_\beta q_\gamma q_\lambda e^{i\mathbf q\cdot\mathbf r},\qquad
\varepsilon_{\beta\gamma,\lambda}=-\tfrac12(U_\beta q_\gamma+U_\gamma q_\beta)q_\lambda e^{i\mathbf q\cdot\mathbf r}.
\]

Let \(P_\alpha^{(2)}\) be the amplitude of the polarization at second order in \(\mathbf q\). The two laws give

\[
P_\alpha^{(2)}=-\mu^{\rm I}_{\alpha\beta,\gamma\lambda}U_\beta q_\gamma q_\lambda
=-\mu^{\rm II}_{\alpha\lambda,\beta\gamma}U_\beta q_\gamma q_\lambda,
\tag{8}
\]

where the symmetry of \(\mu^{\rm II}\) in \(\beta\gamma\) was used to combine its two halves. Equality for every \(\mathbf U\) and \(\mathbf q\) means that two quadratic polynomials in \(\mathbf q\) agree, so their coefficients agree after symmetrization in \(\gamma\lambda\). This is (2) again. It also shows why a wave calculation delivers type I: the product \(q_\gamma q_\lambda\) has the index symmetry of \(\mu^{\rm I}\). In a crystal with several atoms per cell and relaxed ions, single components also depend on how the force that sustains the gradient is shared among the sublattices. In an acoustic phonon it is shared in proportion to the masses, and in a chain of alternating charges with fixed springs the longitudinal coefficient can change sign when only the mass ratio is changed. Equations (2) and (3) hold as long as both tensors use the same convention. Only the combinations that belong to an equilibrium deformation are free of it.

The inverse can now be found by algebra alone. Fix \(\alpha\) and write \(A_{\lambda,\beta\gamma}=\mu^{\rm II}_{\alpha\lambda,\beta\gamma}\). Three permutations of (2) are

\[
\begin{aligned}
\mu^{\rm I}_{\alpha\beta,\gamma\lambda}&=\tfrac12(A_{\lambda,\beta\gamma}+A_{\gamma,\beta\lambda}),\\
\mu^{\rm I}_{\alpha\gamma,\lambda\beta}&=\tfrac12(A_{\beta,\gamma\lambda}+A_{\lambda,\beta\gamma}),\\
\mu^{\rm I}_{\alpha\lambda,\beta\gamma}&=\tfrac12(A_{\gamma,\beta\lambda}+A_{\beta,\gamma\lambda}).
\end{aligned}
\]

The first plus the second minus the third is \(A_{\lambda,\beta\gamma}\), which is (3).

**The count.** Averaging a tensor over all operations \(g\) of a group projects it onto the invariant tensors. The trace of a projector is the dimension of the space it projects onto, so the number of independent components is the average of the trace of \(g\) acting on the tensors. Let \(\chi(g)\) be the trace of the \(3\times3\) matrix \(g\). Each free index contributes a factor \(\chi(g)\). The symmetric pair contributes \(\frac12(g_{ii}g_{jj}+g_{ij}g_{ji})\), summed over \(i\) and \(j\). Hence

\[
N=\frac1{|G|}\sum_{g}\chi(g)^2\,\tfrac12\left[\chi(g)^2+\chi(g^2)\right].
\]

A rotation by angle \(\theta\) has \(\chi=1+2\cos\theta\). The contributions of single operations are:

- identity: \(\chi=3\), contribution \(9\times6=54\);
- threefold rotation: \(\chi=0\), contribution 0;
- twofold rotation: \(\chi=-1\) and \(\chi(g^2)=3\), contribution \(1\times2=2\);
- fourfold rotation: \(\chi=1\) and \(\chi(g^2)=-1\), contribution \(1\times0=0\).

Class 23 has the identity, eight threefold and three twofold rotations, so \(N=(54+6)/12=5\). Class 432 adds six fourfold rotations and six more twofold ones, so \(N=(54+6+12)/24=3\). Replacing \(g\) by \(-g\) changes neither \(\chi^2\) nor \(g^2\). Therefore \(\bar43m\), which is 432 with twelve operations multiplied by the inversion, also has 3. Adding the inversion to a group doubles both the sum and the order, so \(m\bar3\) has 5 and \(m\bar3m\) has 3.

**The form.** Contract \(\mu^{\rm I}\) with vectors \(\mathbf V\), \(\mathbf U\) and twice with \(\mathbf q\). Every cubic operation permutes the axes and changes signs, and the three sums below are unchanged by that. They are linearly independent, and since \(N=3\) there are no others:

\[
F=\mu^{\rm I}_{11,11}\sum_iV_iU_iq_i^2+\mu^{\rm I}_{11,22}\sum_{i\ne j}V_iU_iq_j^2
+2\mu^{\rm I}_{12,12}\sum_{i\ne j}V_iU_jq_iq_j .
\]

By (8), \(F=-\mathbf V\cdot\mathbf P^{(2)}\). Choosing \(\mathbf V\) and \(\mathbf U\) as the same unit vector and \(\mathbf q\) as a unit vector gives the coefficient seen by one wave. For \(\mathbf q\) along [100], a longitudinal wave gives \(L\) and a transverse wave along a cube axis gives \(S\). For \(\mathbf q\) along [110], a longitudinal wave makes the three sums equal to ½, ½, ½; polarization along \([1\bar10]\) makes them ½, ½, −½. With (6), the coefficients are

\[
\tfrac12(L+T+2S)\quad\text{and}\quad\tfrac12(L-T).
\tag{9}
\]

The two kinds of [100] wave do not contain \(T\). One [110] wave supplies it.

The isotropic limit follows from rewriting

\[
F=\mu^{\rm I}_{11,22}(\mathbf V\cdot\mathbf U)q^2+2\mu^{\rm I}_{12,12}(\mathbf V\cdot\mathbf q)(\mathbf U\cdot\mathbf q)
+C\sum_iV_iU_iq_i^2,
\]

with \(C=\mu^{\rm I}_{11,11}-\mu^{\rm I}_{11,22}-2\mu^{\rm I}_{12,12}=L-T-2S\). The first two terms do not change under any rotation. The last one does: with all vectors equal to a unit vector, its sum is 1 along [100] and ½ along [110]. Isotropy therefore requires \(L=T+2S\) and leaves two components.

## A model crystal

Consider a simple cubic lattice with \(a=4\) Å. Each site carries the dipole \(\mathbf p=\sum_jg(r_j)\hat{\mathbf r}_j\), summed over its 6 first and 12 second neighbours, with \(g(r)=g_0e^{-(r-a)/\rho}\), \(g_0=0.1\) e Å and \(\rho=2\) Å. These are model parameters and describe no particular material. The polarization is \(\mathbf p/a^3\), and no macroscopic field acts.

If a neighbour at \(\mathbf R\) moves by \(\mathbf d\) relative to the site, the radial part of \(\mathbf d\) changes the length of the bond vector and the perpendicular part turns it. To first order the dipole changes by \(G_{\alpha\beta}d_\beta\), where

\[
G_{\alpha\beta}=t\,\delta_{\alpha\beta}+(l-t)\hat R_\alpha\hat R_\beta,\qquad t=g(R)/R,\quad l=g'(R)=-g(R)/\rho .
\]

A displacement linear in \(\mathbf R\) gives nothing, because the contributions of \(\mathbf R\) and \(-\mathbf R\) cancel. The quadratic displacement \(d_\beta=\frac12\eta_{\beta,\gamma\lambda}R_\gamma R_\lambda\) gives

\[
\mu^{\rm I}_{\alpha\beta,\gamma\lambda}=\frac1{2a^3}\sum_{\mathbf R}G_{\alpha\beta}R_\gamma R_\lambda .
\]

Let the subscripts 1 and 2 on \(t\) and \(l\) denote the neighbour shells.

- For 11,11, two first neighbours contribute \(l_1a^2\) each, and eight second neighbours \(\frac12(t_2+l_2)a^2\) each.
- For 11,22, two first neighbours contribute \(t_1a^2\) each. Four second neighbours in the 12 plane contribute \(\frac12(t_2+l_2)a^2\) each, and four in the 23 plane \(t_2a^2\) each.
- For 12,12, the four second neighbours in the 12 plane contribute \(\frac12(l_2-t_2)a^2\) each.

With \(t_1=0.0250\), \(l_1=-0.0500\), \(t_2=0.00772\) and \(l_2=-0.02184\) e,

\[
\begin{aligned}
\mu^{\rm I}_{11,11}&=[l_1+2(t_2+l_2)]/a=-0.0196\ \text{e/Å},\\
\mu^{\rm I}_{11,22}&=(t_1+3t_2+l_2)/a=0.00658\ \text{e/Å},\\
\mu^{\rm I}_{12,12}&=(l_2-t_2)/a=-0.00739\ \text{e/Å}.
\end{aligned}
\]

Equations (6) and (7) then give

- \(L=-0.0196\) e/Å \(=-9.39\times10^{-4}\) statC/cm,
- \(T=2(-0.00739)-0.00658=-0.0214\) e/Å \(=-1.03\times10^{-3}\) statC/cm,
- \(S=0.00658\) e/Å \(=3.16\times10^{-4}\) statC/cm.

The two [110] coefficients in (9) are \(-0.0139\) and \(0.0009\) e/Å. The second is small because \(L\) and \(T\) nearly coincide for these parameters. That does not make the crystal isotropic: \(C=-0.0114\) e/Å, more than half of \(|L|\).

Now bend the crystal by \(\mathbf u=(Gxz,\,0,\,-\frac12Gx^2)\) with \(G=10^{-6}\) Å\(^{-1}\). Here \(\varepsilon_{11}=Gz\), and \(\varepsilon_{13}=\frac12(Gx-Gx)=0\). The only strain gradient is \(\varepsilon_{11,3}=G\), so type II has one term, \(P_3=TG\). Type I has two, because \(\eta_{1,13}=G\) and \(\eta_{3,11}=-G\):

\[
P_3=2\mu^{\rm I}_{12,12}G-\mu^{\rm I}_{11,22}G=(-1.48-0.66)\times10^{-8}=-2.14\times10^{-8}\ \text{e/Å}^2 .
\]

This equals \(TG\). This field is not in elastic equilibrium: the divergence of its stress is \(C_{12}G\) along axis 3, with \(C_{11}\) and \(C_{12}\) the elastic constants. In a free plate bent about axis 2 the strain through the thickness relaxes to \(\varepsilon_{33,3}=-(C_{12}/C_{11})G\), and the bulk polarization becomes \(P_3=[T-(C_{12}/C_{11})L]\,G\). For \(C_{12}/C_{11}=0.3\), a value chosen for illustration, the bracket is \(-0.0155\) e/Å. Putting \(S\) in place of \(T\) gives \(+0.0124\) e/Å, which is again of the wrong sign but no longer one third of the size. The surface contributions left out of (1) add to what a bent plate shows.

The numerical check obtains type I from waves and type II from imposed strain gradients. It also applies (2) and (3) to a triclinic model, where they hold to better than \(10^{-5}\) of the largest component.

## What each derivation assumes

The first derivation assumes a local law for a crystal under a uniform strain gradient. It yields both relations by substitution and shows that rotation gradients are redundant. Its symmetry argument names the operation responsible for each reduction, and so shows where 23 and \(m\bar3\) stop.

The second needs only the response to waves, but that response must be a polynomial in \(\mathbf q\) at second order. This is where the condition of fixed macroscopic field enters. If the wave is allowed to create its own field, then in Gaussian units \(\mathbf E=-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)\). With \(\mathbf P=\mathbf P_0+\chi\mathbf E\), where \(\mathbf P_0\) is the polarization at zero field and \(\chi\) the cubic crystal's susceptibility, projection on \(\hat{\mathbf q}\) gives

\[
\hat{\mathbf q}\cdot\mathbf P=\frac{\hat{\mathbf q}\cdot\mathbf P_0}{1+4\pi\chi}.
\]

The longitudinal part is screened and the transverse part is not. Hence \(\mathbf P=\mathbf P_0-\frac{4\pi\chi}{1+4\pi\chi}\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P_0)\). Setting \(\mathbf V=\hat{\mathbf q}\) in the rewritten \(F\), and using \(\mu^{\rm I}_{11,22}+2\mu^{\rm I}_{12,12}=T+2S\), gives \(\hat q_\alpha(\hat{\mathbf q}\cdot\mathbf P_0)=-(T+2S)\,q_\alpha(\mathbf q\cdot\mathbf U)-C\,q_\alpha\sum_iU_iq_i^3/q^2\). The first term is a quadratic polynomial in \(\mathbf q\), but the second is not. For \(C\ne0\) no constant tensor in (8) reproduces the screened response. For \(C=0\) one does, but it differs from the fixed-field tensor of (1) unless \(L=T+2S\) vanishes. A wave is unaffected when its \(\mathbf P_0\) is perpendicular to \(\mathbf q\). This holds for the transverse [100] wave, which still gives \(S\), and for the [110] wave with \(\mathbf U\) along \([1\bar10]\), which still gives \(\tfrac12(L-T)\), because for both \(\mathbf q\cdot\mathbf U\) and \(\sum_iU_iq_i^3\) vanish. A displacement perpendicular to \(\mathbf q\) is not enough in a general direction: for \(\mathbf q\) along [210] and \(\mathbf U\) along \([1\bar20]\) the sum \(\sum_iU_iq_i^3\) does not vanish, so for \(C\ne0\) the polarization \(\mathbf P_0\) has a part along \(\mathbf q\), and that part is screened. The projection \(\mathbf U\cdot\mathbf P\) of such a wave is unchanged, since the correction points along \(\mathbf q\). The coefficients of the longitudinal [100] and [110] waves are divided by \(1+4\pi\chi\), and such screened values must not be inserted in (3) as if they belonged to the fixed-field \(\mu^{\rm I}\). The character count gives the number of components without listing them, but it needs the explicit invariants to show their form.

## Computed results

```
independent second gradients / strain gradients: 18
class 23: order 12, independent components 5
class m-3: order 24, independent components 5
class 432: order 24, independent components 3
class -43m: order 24, independent components 3
class m-3m: order 48, independent components 3
isotropic medium, independent components: 2
nonzero entries of cubic type-II tensor: 21
triclinic test, type II from I, relative error: 5.7e-06
triclinic test, type I from II, relative error: 6.5e-06
lattice constant a = 4.0 angstrom
bond dipole g0 = 0.10 e*angstrom
decay length rho = 2.0 angstrom
neighbours per site: 18
second-neighbour distance = 5.6569 angstrom
t1 = 0.025000 e
l1 = -0.050000 e
t2 = 0.007720 e
l2 = -0.021837 e
type I 11,11: formula -0.019558, waves -0.01956 e/angstrom
type I 11,22: formula 0.006581, waves 0.00658 e/angstrom
type I 12,12: formula -0.007389, waves -0.00739 e/angstrom
type II L = 11,11: -0.019558 e/angstrom = -9.3942e-04 statC/cm
type II T = 11,22: -0.021360 e/angstrom = -1.0260e-03 statC/cm
type II S = 12,12: 0.006581 e/angstrom = 3.1611e-04 statC/cm
anisotropy L-T-2S = -0.011361 e/angstrom
[110] longitudinal wave: -0.01388 e/angstrom
  (L+T+2S)/2 = -0.01388 e/angstrom
[110] wave polarized along [1-10]: 0.00090 e/angstrom
  (L-T)/2 = 0.00090 e/angstrom
bending strain gradient G = 1.0e-06 1/angstrom
type-I term 2*I(12,12)*G = -1.4779e-08 e/angstrom^2
type-I term -I(11,22)*G = -6.5812e-09 e/angstrom^2
bending polarization P3, direct = -2.1360e-08 e/angstrom^2
type-II result T*G = -2.1360e-08 e/angstrom^2
```
